# How Much Information Periodic Inspection Keeps About an Exponential Failure Rate

A batch of $n$ interconnect test structures is put under stress at $t=0$. The structures fail independently, each with the lifetime density $\lambda e^{-\lambda t}$, where the failure rate $\lambda>0$ is unknown. They are inspected at $\tau,2\tau,\dots,m\tau=T$, and the test then ends. An inspection shows without error whether a structure has failed, and does not affect its life. For a failed structure, only the interval of failure is therefore known. The comparison is with a test that records every failure time exactly and ends at the same $T$.

Precision is measured by the Fisher information. If $\ell(\lambda)$ is the log-likelihood of one structure's record and $s=d\ell/d\lambda$ is its score, the information per structure is

$$I=E[s^2]=-E\!\left[\frac{d^2\ell}{d\lambda^2}\right].$$

The two forms agree because the probabilities $P$ of all possible records add to one, so that $\sum P''=0$, while $\ell''=P''/P-(P'/P)^2$. For continuous records the sum becomes an integral. The range of possible records must not depend on $\lambda$, which holds here because the inspection times are fixed beforehand. For large $n$ the maximum-likelihood estimate is distributed nearly normally about the true rate, with variance $1/(nI)$.

Throughout, $x=\lambda\tau$ is the failure rate times the interval, and $P_F=1-e^{-\lambda T}$ is the probability of failing before the test ends.

**(a) Find the information per structure when failure times are recorded exactly.**

*Solution.* A structure failing at $t<T$ contributes the density $\lambda e^{-\lambda t}$. A survivor contributes the probability $e^{-\lambda T}$. Hence

$$\ell=\ln\lambda-\lambda t\quad\text{(failure)},\qquad \ell=-\lambda T\quad\text{(survivor)}.$$

The scores are $1/\lambda-t$ and $-T$. A second differentiation gives $-1/\lambda^2$ for a failure and zero for a survivor. Averaging, with the sign reversed,

$$I_{\rm exact}=\frac{P_F}{\lambda^2}=\frac{1-e^{-\lambda T}}{\lambda^2}.$$

If the test runs until everything has failed, $P_F\to1$ and the information is $1/\lambda^2$. Stopping early costs the factor $P_F$.

**(b) Find the information per structure when only the interval of failure is known.**

*Solution.* A structure alive at the start of an interval survives it with probability $e^{-x}$, whatever its age, because the exponential law has no memory. Failure in interval $k$ requires $k-1$ survivals and then a failure:

$$P_k=e^{-(k-1)x}\left(1-e^{-x}\right),\qquad k=1,\dots,m.$$

The probability of surviving the test is $e^{-mx}$. For a failure in interval $k$,

$$\ell=-(k-1)\lambda\tau+\ln\left(1-e^{-\lambda\tau}\right).$$

The first derivative is

$$\frac{d\ell}{d\lambda}=-(k-1)\tau+\frac{\tau e^{-x}}{1-e^{-x}}
=-(k-1)\tau+\frac{\tau}{e^x-1},$$

where the last fraction was multiplied above and below by $e^x$. Since $dx/d\lambda=\tau$, the second derivative is

$$\frac{d^2\ell}{d\lambda^2}=-\frac{\tau^2e^x}{(e^x-1)^2}.$$

The number $k$ has dropped out. To simplify, write $e^x-1=e^{x/2}(e^{x/2}-e^{-x/2})=2e^{x/2}\sinh(x/2)$, whose square is $4e^x\sinh^2(x/2)$. Thus every failure contributes

$$-\frac{d^2\ell}{d\lambda^2}=\frac{\tau^2}{4\sinh^2(x/2)}.$$

A survivor has $\ell=-m\lambda\tau$, which is linear in $\lambda$ and contributes nothing to the mean second derivative. Therefore

$$I_{\rm grouped}=P_F\,\frac{\tau^2}{4\sinh^2(x/2)}.$$

**(c) What fraction of the information is retained? Find its behaviour for short and long intervals.**

*Solution.* Dividing (b) by (a), the factor $P_F$ cancels and $\lambda^2\tau^2=x^2$:

$$f(x)=\frac{I_{\rm grouped}}{I_{\rm exact}}=\frac{x^2}{4\sinh^2(x/2)}
=\left[\frac{x/2}{\sinh(x/2)}\right]^2.$$

The fraction does not depend on the number of inspections, provided both tests end at the same inspection time. If the exactly timed test ran longer, it would gain further information and this cancellation would fail.

The choice of parameter does not matter either. For the mean life $1/\lambda$, or for $\ln\lambda$, both scores are multiplied by the same derivative of $\lambda$ with respect to the new parameter. Both informations acquire its square, and the ratio is unchanged.

For short intervals put $y=x/2$ and use $\sinh y/y=1+y^2/6+y^4/120+\cdots$. Squaring,

$$\left(\frac{\sinh y}{y}\right)^2=1+\frac{y^2}{3}+\left(\frac1{36}+\frac1{60}\right)y^4+\cdots
=1+\frac{y^2}{3}+\frac{2y^4}{45}+\cdots.$$

The reciprocal is $1-y^2/3+(1/9-2/45)y^4+\cdots$, and $1/9-2/45=1/15$. With $y=x/2$,

$$f(x)=1-\frac{x^2}{12}+\frac{x^4}{240}-\cdots.$$

There is no term linear in $x$, so moderately frequent inspection loses little. For long intervals, $4\sinh^2(x/2)=e^x(1-e^{-x})^2$, and so

$$f(x)=\frac{x^2e^{-x}}{(1-e^{-x})^2}\longrightarrow x^2e^{-x}.$$

Nearly every structure then fails before the first inspection, and the record says little beyond the fact that the rate is high. Between these limits $f$ falls steadily, because all terms in the series of $\sinh y/y$ have positive coefficients.

**(d) Where does the missing information reside?**

*Solution.* Let $g(t)=\lambda e^{-\lambda t}$. The probability of an interval is $P_k=\int_k g\,dt$, and $dg/d\lambda=sg$, with $s$ the exact-time score. The grouped score is therefore

$$\frac{1}{P_k}\frac{dP_k}{d\lambda}=\frac{\int_k s\,g\,dt}{\int_k g\,dt}=E[s\,|\,k],$$

the mean of the exact score within the interval. Splitting the mean square of $s$ into its part between intervals and its part within them gives

$$E[s^2]=E\!\left[E[s|k]^2\right]+E\!\left[\mathrm{Var}(s|k)\right].$$

The left side is $I_{\rm exact}$ and the first term on the right is $I_{\rm grouped}$. For a failure $s=1/\lambda-t$, so $\mathrm{Var}(s|k)=\mathrm{Var}(t|k)$. For a survivor the variance is zero. By the lack of memory, the time $u$ since the start of the interval of failure has the same distribution in every interval. With $v=\mathrm{Var}(u)$, the lost information is $P_Fv$. Division by $P_F/\lambda^2$ gives

$$1-f=\lambda^2v.$$

The loss is the variance of the unrecorded position within the interval, in units of the squared mean life.

This also gives a second derivation of $f$. The density of $u$ on $0<u<\tau$ is $e^{-\lambda u}/Z$, with $Z=\int_0^\tau e^{-\lambda u}du=(1-e^{-\lambda\tau})/\lambda$. Each differentiation of $Z$ brings down a factor $-u$, so $Z'/Z=-E[u]$ and $Z''/Z=E[u^2]$. Hence

$$v=\frac{Z''}{Z}-\left(\frac{Z'}{Z}\right)^2=\frac{d^2\ln Z}{d\lambda^2}
=\frac1{\lambda^2}-\frac{\tau^2}{4\sinh^2(x/2)},$$

where the last term is the second derivative found in (b). Multiplication by $\lambda^2$ gives $1-f$ again. For small $x$ the position is nearly uniform, with variance $\tau^2/12$, which explains the leading loss $x^2/12$.

**(e) Generalize the result to unequal intervals.**

*Solution.* Let interval $i$ have length $\tau_i$ and failure probability $w_i$. The log-likelihood of a failure there is a term linear in $\lambda$ plus $\ln(1-e^{-\lambda\tau_i})$. The calculation in (b) applies with $\tau$ replaced by $\tau_i$, so

$$I_{\rm grouped}=\sum_i w_i\frac{\tau_i^2}{4\sinh^2(\lambda\tau_i/2)}
=\frac1{\lambda^2}\sum_i w_i f(\lambda\tau_i).$$

Since $I_{\rm exact}=\sum_iw_i/\lambda^2$, the retained fraction is

$$\frac{\sum_i w_i f(\lambda\tau_i)}{\sum_i w_i}.$$

It is an average over the failures: a long interval does little harm if few structures fail in it.

**(f) Find the maximum-likelihood estimate from equally spaced inspections, and its standard error.**

*Solution.* Let $d$ be the number of failures and $R$ the total number of intervals entered, added over all structures. Of these, $d$ ended in failure and $R-d$ were survived. The total log-likelihood and its derivative are

$$\ell_n=d\ln(1-e^{-\lambda\tau})-(R-d)\lambda\tau,\qquad
\frac{d\ell_n}{d\lambda}=\frac{d\,\tau}{e^{\lambda\tau}-1}-(R-d)\tau.$$

Setting the derivative to zero gives $e^{\lambda\tau}-1=d/(R-d)$, hence $e^{\lambda\tau}=R/(R-d)$ and

$$\hat\lambda=-\frac1\tau\ln\left(1-\frac dR\right).$$

For $0<d<R$ this is the maximum, since the second derivative is negative. If all structures fail in the first interval, $d=R$ and no finite estimate exists. The large-sample standard error, relative to $\lambda$, is

$$\frac{\sigma_{\hat\lambda}}{\lambda}\simeq\frac1{\lambda\sqrt{nI_{\rm grouped}}}
=\frac1{\sqrt{nP_Ff(x)}}.$$

To match the precision of exact timing with the same $T$, the sample must be larger by the factor $1/f$.

**(g) Suppose invented failure times are put into the exact-time estimate, failures divided by total time under test. What rate results in a large sample?**

*Solution.* Each interval entered ends in failure with probability $p=1-e^{-x}$, so $d/R\to p$. If each failure is dated at the inspection that finds it, the total time is $R\tau$, and the rate tends to

$$\lambda_{\rm end}=\frac{p}{\tau}=\frac{1-e^{-x}}{\tau},\qquad
\frac{\lambda_{\rm end}}{\lambda}-1=-\frac x2+\cdots.$$

If failures are dated at mid-interval, each removes $\tau/2$ from the total time, which becomes $R\tau-d\tau/2$. Then

$$\lambda_{\rm mid}=\frac{p}{\tau(1-p/2)}=\frac2\tau\,\frac{1-e^{-x}}{1+e^{-x}}
=\frac2\tau\tanh\frac x2.$$

Since $\tanh y/y=1-y^2/3+\cdots$, its relative bias begins with $-x^2/12$. These biases do not shrink as $n$ grows. They come from the wrong likelihood and are distinct from the information loss, which remains even with the estimate in (f).

**(h) One hundred copper via chains are stored at 175 °C until 1008 h. Their model mean life is 1000 h. Compare readings every 168 h, every 504 h, and once at 1008 h.**

*Solution.* The rate is $\lambda=0.001\ \mathrm{h^{-1}}$, and the expected failed fraction is $P_F=1-e^{-1.008}=0.635$. For weekly readings $x=0.168$, so $f\simeq1-0.168^2/12=0.998$. For the single reading $x=1.008$ and the full formula gives $f=0.9195$. The relative standard error is then

$$\frac1{\sqrt{100\times0.6351\times0.9195}}=0.131.$$

The last column below is the standard deviation of $\hat\lambda/\lambda$ in 20,000 simulated tests of 100 chains for each schedule.

| Interval (h) | $f$ | Error, formula | Error, simulated |
|---|---:|---:|---:|
| 168 | 0.998 | 12.6% | 12.7% |
| 504 | 0.979 | 12.7% | 12.8% |
| 1008 | 0.919 | 13.1% | 13.3% |

With the end time held fixed, replacing six readings by one raises the standard error by about half a percentage point. Relative to exact timing, the single reading needs $1/f=1.09$ times as many chains. The early end matters more: weekly readings to 1008 h retain $0.6351\times0.9977=0.634$ of the information from exact timing continued to the last failure, and nearly all of that loss comes from stopping.

Readings at 168, 504 and 1008 h have interval lengths of 168, 336 and 504 h. The average in (e) gives a retained fraction of 0.988.

Dating failures at the inspection costs more than the grouping itself: it biases the rate by $-7.9\%$, $-21\%$ and $-37\%$ for the three schedules in the table. Dating at mid-interval gives $-0.2\%$, $-2.1\%$ and $-7.7\%$.

Solving $f(x)=0.95$, $0.90$ and $0.50$ numerically gives $x=0.787$, $1.130$ and $2.983$. For this mean life the intervals are about 790, 1130 and 2980 h. They apply to a known exponential law, with both tests ending at a common inspection time or continuing until all chains have failed.

**(i) Does this justify a single reading on real chains? Examine the exponential assumption, then the stress conditions.**

*Solution.* Let the survival probability be the Weibull law $\exp[-(\lambda t)^\beta]$, which is exponential at $\beta=1$ and has a rising hazard for $\beta>1$. If both $\lambda$ and $\beta$ are fitted, the information is a $2\times2$ matrix. The large-sample variance of $\hat\beta$ is the $\beta\beta$ element of its inverse, divided by $n$. The effective information about the shape is the reciprocal of that element:

$$J_\beta=I_{\beta\beta}-\frac{I_{\lambda\beta}^2}{I_{\lambda\lambda}}.$$

I evaluated this at $\beta=1$, using numerical derivatives of the interval probabilities for grouped data and numerical integration for exact times. Relative to exact timing to 1008 h, readings every 168 h retain 0.76 of $J_\beta$, and readings every 504 h retain 0.36.

A single reading retains none. It records only whether a chain failed, with some probability $P(\lambda,\beta)$. Both scores are then multiples of the same random quantity, so $I_{\lambda\lambda}I_{\beta\beta}=I_{\lambda\beta}^2$ and $J_\beta=0$. The schedule that serves the rate well cannot test the assumption on which the rate depends.

The consequence can be large. Take a true law with $\beta=1.5$ and $1/\lambda=1000$ h, and insert its expected weekly counts into the estimate of (f). The fitted exponential mean life is 1100 h. By 50 h this fit predicts a failed fraction $1-e^{-50/1100}=4.4\%$, whereas the true law gives $1-e^{-(0.05)^{1.5}}=1.1\%$. The early failures are overstated fourfold. With weekly readings of 100 chains, the large-sample standard error of $\hat\beta$ near $\beta=1$ is 0.13, so a departure of 0.5 would probably be noticed.

The example represents a deliberately weak structure, such as a wide copper plate over a single via, stored hot to provoke stress voiding. Its mean life is a rough choice, and failure of 64% of the chains by 1008 h is far from what is acceptable in a product. Voids must grow before they interrupt a via, so a rising hazard is plausible and the constant hazard is open to doubt. Independence may fail too: if chains from one wafer share a rate that varies between wafers, the error in the average rate is larger than the formula gives. Temperature enters through two opposing effects: heating speeds diffusion but relaxes the tensile stress that drives it. A rough rate law is

$$\lambda\propto(T_0-T_s)^N e^{-E_a/k_BT_s},$$

where $T_s$ is the storage temperature, $T_0=543.15$ K (270 °C) the stress-free temperature, $N=3$ and $E_a=0.75$ eV. At $T_s=448.15$ K (175 °C), an oven 3 K too cold changes the rate by $-3.7\%$, and one 3 K too hot by $+3.3\%$. If every 168 h interval, including the first, contains 4 h outside the oven for a reading, and these hours are wrongly counted as stress time, the rate is biased by $-4/168=-2.4\%$, assuming no damage accrues outside. Both shifts are below the 12.6% standard error, but a larger sample does not remove them. For a mean life near 1000 h and a law known to be exponential, several readings add little to the precision of the rate. They are still needed to learn the shape of the law, and they protect against a mean life much shorter than guessed. If it were 200 h, a single reading at 1008 h would retain only 0.17 of the information about the rate, against 0.94 for readings every 168 h. Moreover, all 100 chains would fail before the single reading with probability $(1-e^{-5.04})^{100}=0.52$, leaving no finite estimate.
